# From the Koelling-Harmon Pair to Dirac's Large Component

An electron moves in a spherical potential $V(r)$ that is differentiable for $r>0$. Hartree atomic units are used, with electron mass 1 and speed of light $c=137.036$. The energy $\varepsilon$ excludes the rest energy, and a prime means $d/dr$. The radial Dirac equations for the large component $g$ and the small component $f$ are

$$g'=-\frac{\kappa+1}{r}g+2Mc\,f,\qquad f'=\frac{V-\varepsilon}{c}g+\frac{\kappa-1}{r}f, \tag{1}$$

$$M(r)=1+\frac{\varepsilon-V(r)}{2c^2}. \tag{2}$$

Here $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, where $l$ belongs to the large component. Both choices give $\kappa(\kappa+1)=l(l+1)$.

The Koelling-Harmon pair contains $l$ but not $\kappa$. With $P=rg$ it reads

$$P'=\frac{P}{r}+2MQ,\qquad Q'=-\frac{Q}{r}+\left[\frac{l(l+1)}{2Mr^2}+V-\varepsilon\right]P. \tag{3}$$

We assume $M\neq0$. This holds for a bound state with $V\le0$ and $\varepsilon>-2c^2$, since then $\varepsilon-V\ge\varepsilon>-2c^2$ and $M>0$.

## (a) Eliminate $Q$ from (3) and find the equation for $g$. What does the variation of $M$ contribute?

**Solution.** Since $P'=g+rg'$, we have $P'-P/r=rg'$. The first equation therefore gives

$$Q=\frac{rg'}{2M}.$$

The derivative acts on all three factors:

$$Q'=\frac{g'}{2M}+\frac{rg''}{2M}-\frac{rM'g'}{2M^2}.$$

Adding $Q/r=g'/(2M)$ and using the second equation of (3),

$$\frac{rg''}{2M}+\frac{g'}{M}-\frac{rM'g'}{2M^2}=\left[\frac{l(l+1)}{2Mr^2}+V-\varepsilon\right]rg.$$

Divide by $-r$ and collect everything except $\varepsilon g$ on the left:

$$-\frac1{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]+\frac{M'}{2M^2}g'+Vg=\varepsilon g.$$

From (2), $M'=-V'/(2c^2)$, so

$$-\frac1{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]-\frac{V'g'}{4M^2c^2}+Vg=\varepsilon g. \tag{4}$$

The gradient term comes from differentiating $1/M$. It is needed for the kinetic operator to be self-adjoint with weight $r^2$, because

$$-\frac1{2r^2}\left(\frac{r^2g'}{M}\right)'=-\frac1{2M}\left(g''+\frac2rg'\right)+\frac{M'}{2M^2}g'. \tag{5}$$

Equation (4) looks like a Schrödinger equation, but $M$ contains $\varepsilon$, so the eigenvalue problem is nonlinear in the energy.

## (b) Eliminate $f$ from the Dirac pair (1). What must be added to (4)?

**Solution.** Write $k=\kappa+1$. The first Dirac equation gives

$$f=\frac1{2Mc}\left(g'+\frac kr g\right). \tag{6}$$

Its derivative is

$$f'=\frac1{2Mc}\left(g''+\frac kr g'-\frac k{r^2}g\right)-\frac{M'}{2M^2c}\left(g'+\frac kr g\right).$$

Insert this and (6) into the second Dirac equation, multiply by $-c$, and move the term with $\kappa-1$ to the left:

$$-\frac1{2M}\left[g''+\frac kr g'-\frac k{r^2}g-\frac{\kappa-1}r\left(g'+\frac kr g\right)\right]+\frac{M'}{2M^2}\left(g'+\frac kr g\right)=(\varepsilon-V)g.$$

In the square bracket, the coefficient of $g'/r$ is $(\kappa+1)-(\kappa-1)=2$. The coefficient of $g/r^2$ is $-(\kappa+1)-(\kappa-1)(\kappa+1)=-\kappa(\kappa+1)=-l(l+1)$. With $M'=-V'/(2c^2)$ the result is

$$-\frac1{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]-\frac{V'}{4M^2c^2}\left(g'+\frac{\kappa+1}r g\right)+Vg=\varepsilon g. \tag{7}$$

Compared with (4), the left side has gained one term,

$$-\frac{(\kappa+1)V'}{4M^2c^2r}\,g .$$

No expansion in $1/c$ has been made.

## (c) Does every solution of (7) give a Dirac solution? How is $Q$ related to $f$?

**Solution.** Let $g$ satisfy (7) and define $f$ by (6). The first Dirac equation then holds by definition. The algebra of part (b) is the identity

$$-c\left[f'-\frac{V-\varepsilon}cg-\frac{\kappa-1}rf\right]=\text{left side of (7)}-\varepsilon g .$$

The right side vanishes, so the second Dirac equation holds too. Equations (7) and (1) are thus equivalent at any $\varepsilon$, including an energy chosen to generate a radial function inside a muffin-tin sphere. For bound states, the same conditions on $(g,f)$ at the origin and at infinity select the same levels.

The term can also be restored in the first-order pair. Keep $Q=rg'/(2M)$. Part (a) showed that

$$-\frac1r\left\{Q'+\frac Qr-\left[\frac{l(l+1)}{2Mr^2}+V-\varepsilon\right]P\right\}=\text{left side of (4)}-\varepsilon g.$$

By (7) the right side must now equal $+(\kappa+1)V'g/(4M^2c^2r)$. Multiplying by $-r$ and using $g=P/r$,

$$Q'=-\frac Qr+\left[\frac{l(l+1)}{2Mr^2}+V-\varepsilon-\frac{(\kappa+1)V'}{4M^2c^2r}\right]P. \tag{8}$$

This $Q$ is not the Dirac small component times $cr$. Equation (6) gives

$$f=\frac Q{cr}+\frac{\kappa+1}{2Mcr}\,g. \tag{9}$$

The two agree for $\kappa=-1$, that is, for $s$ states. For other states, a density or matrix element that needs $f$ must include the second part of (9).

## (d) What do the gradient term and the restored term mean physically?

**Solution.** From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ follows $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$, which in both cases is $-(\kappa+1)$. The restored term is therefore

$$\frac{V'}{4M^2c^2r}\,\boldsymbol\sigma\cdot\mathbf L .$$

It is the spin-orbit coupling. For $M\to1$ and $\mathbf S=\boldsymbol\sigma/2$ it becomes the familiar $V'\,\mathbf L\cdot\mathbf S/(2c^2r)$. For $s$ states it vanishes, and (4) is then the Dirac equation for $g$.

The gradient term is present for every $l$. To leading order in $1/c^2$, set $M=1$ in it and take its expectation value with a normalized nonrelativistic $g$. Since $gg'=(g^2)'/2$, integration by parts gives

$$-\frac1{4c^2}\int_0^\infty r^2V'gg'\,dr=-\frac1{8c^2}\Big[r^2V'g^2\Big]_0^\infty+\frac1{8c^2}\int_0^\infty(r^2V')'g^2\,dr .$$

For a potential smooth at the origin the boundary term is zero. Because $(r^2V')'=r^2\nabla^2V$, what remains is the expectation value of the Darwin term $\nabla^2V/(8c^2)$. For $V=-Z/r$ the last integral is zero, and the lower boundary gives $Zg(0)^2/(8c^2)$, the usual contact term.

As $c\to\infty$ at fixed $V$, $\varepsilon$ and $r>0$, $M\to1$, both terms vanish, and (7) becomes the radial Schrödinger equation. For $V=-Z/r$ the limit is not uniform: $M$ stays large for $r\ll Z/(2c^2)$, a region that shrinks as $c$ grows. There, by (11) below, the scalar exponent tends to $\sqrt{1+l(l+1)}-1$, which is $0.732$ for a $p$ state and not $l=1$.

## (e) How far does the restored term move a scalar level to first order? What happens to the mean of the two $j$ levels?

**Solution.** Fix $l$ and treat $k=\kappa+1$ as a continuous parameter, with $k=0$ the scalar equation. By (5), equation (7) is the stationarity condition of

$$F=\int_0^\infty\left[\frac{r^2g'^2+l(l+1)g^2}{2M}+(V-\varepsilon)r^2g^2-k\frac{V'r}{4M^2c^2}g^2\right]dr .$$

For a bound solution $F=0$, as one sees by multiplying (7) by $r^2g$ and integrating by parts. Now follow the solution as $k$ changes. The change of $g$ does not contribute at first order, because $F$ is stationary and the boundary terms vanish. Hence

$$\frac{\partial F}{\partial\varepsilon}\frac{d\varepsilon}{dk}+\frac{\partial F}{\partial k}=0 .$$

The energy also enters through $M$, with $\partial(1/2M)/\partial\varepsilon=-1/(4M^2c^2)$. At $k=0$ this gives

$$\frac{d\varepsilon}{dk}=-\frac1N\int_0^\infty\frac{V'r}{4M^2c^2}g^2\,dr, \tag{10}$$

$$N=\int_0^\infty\left[r^2g^2+\frac{r^2g'^2+l(l+1)g^2}{4M^2c^2}\right]dr .$$

The second part of $N$ stands for the small component. If $f$ is built from the same $g$ by (6) and $f^2$ is averaged over the two $j$ values, the cross term in $k$ drops out and the mean of $k^2$ is

$$\frac{2l(l+1)^2+(2l+2)l^2}{4l+2}=l(l+1).$$

The weights $2j+1$ are $2l$ for $k=l+1$ and $2l+2$ for $k=-l$. The cross term drops out because

$$2l(l+1)-(2l+2)l=0 .$$

The same sum shows that the weighted mean of the two levels equals the scalar level to first order in the coupling. A term in $k^2$ does not cancel.

## (f) How do the solutions behave near a point nucleus?

**Solution.** Let $V=-Z/r$ and $g\sim r^s$. Multiply (7) by $-2M$:

$$g''+\frac2rg'-\frac{l(l+1)}{r^2}g+\frac{V'}{2Mc^2}\left(g'+\frac krg\right)-2M(V-\varepsilon)g=0 .$$

Near the origin $M\to Z/(2c^2r)$. Therefore $V'/(2Mc^2)\to1/r$ and $-2M(V-\varepsilon)\to Z^2/(c^2r^2)$, and every term is of order $r^{s-2}$. Their coefficients give $s(s-1)+2s-l(l+1)+s+k+Z^2/c^2=0$, or

$$(s+1)^2=1+l(l+1)-k-\frac{Z^2}{c^2}. \tag{11}$$

With $k=\kappa+1$ the right side is $\kappa^2-Z^2/c^2$. With $k=0$ it is $1+l(l+1)-Z^2/c^2$. The upper root is taken. For $Z=80$, $Z/c=0.5838$, and the $p$ exponents are:

- scalar: $s=0.631$
- $p_{1/2}$ ($k=2$): $s=-0.188$
- $p_{3/2}$ ($k=-1$): $s=0.913$

The scalar $p$ function goes to zero at the nucleus, while the $p_{1/2}$ function diverges weakly. The exponent does not depend on $\varepsilon$, so the energy derivative of a scalar function also goes to zero there. A finite set of scalar $p$ functions and their energy derivatives cannot reproduce the divergence. A local orbital built from the $p_{1/2}$ solution can.

The divergence itself belongs to the point nucleus. For a smooth extended charge, $M(0)$ is finite and $V'\propto r$, so the restored term is less singular than the centrifugal term and $g\sim r^l$ for every $k$ well inside the nucleus. The difference in shape remains, because outside the nucleus the field is still Coulombic. For $Z=80$ and a Gaussian charge of rms radius 5.46 fm, with both functions normalized to $\int g^2r^2\,dr=1$, the $2p_{1/2}$ large component is about 15 times the scalar $2p$ function at $10^{-4}$ bohr. At $10^{-3}$ bohr it is about 4 times the scalar function, as for the point nucleus.

## (g) Evaluate the terms for the $2p_{3/2}$ state at $Z=80$.

**Solution.** For $\kappa=-2$ try $f=ag$ with constant $a$ and $g=r^{\gamma-1}e^{-Zr/2}$, so that $g'/g=(\gamma-1)/r-Z/2$. The second Dirac equation becomes

$$a\left(\frac{\gamma-1}r-\frac Z2\right)=-\frac Z{cr}-\frac\varepsilon c-\frac{3a}r .$$

The $1/r$ terms give $a=-(Z/c)/(2+\gamma)$, and the constants give $\varepsilon=aZc/2$. In the first equation the $1/r$ terms give $\gamma-2=aZ/c$, hence $\gamma^2=4-Z^2/c^2$ and

$$\varepsilon=c^2\left(\frac\gamma2-1\right).$$

The remaining constants require $-Z/2=a(2c+\varepsilon/c)=ac(2+\gamma)/2$, which is satisfied. For $Z=80$, $\gamma=1.912901$ and $\varepsilon=-817.808$ hartree.

Take $r=0.05$ bohr. Then $V=-1600$ hartree, $V'=32000$ hartree/bohr and $M=1+(1600-817.808)/(2c^2)=1.020826$. The orbital gives $g'/g=-21.742$ bohr$^{-1}$ and $g''/g=107.553$ bohr$^{-2}$. Divided by $g$, the terms of (7) in hartree are

$$-\frac{107.553-869.679-800}{2(1.020826)}=765.128,$$

$$-\frac{32000(-21.742)}{4M^2c^2}=8.888,\qquad \frac{32000}{4M^2c^2(0.05)}=8.176 .$$

The last is positive because $\kappa+1=-1$. The sum is $765.128+8.888+8.176-1600=-817.808$, which is $\varepsilon$. At this radius the restored term is nearly as large as the gradient term.

The small component shows the difference in (9): $Q/(crg)=-0.0777$, while $f/g=-0.1492$.

## (h) Compare the scalar $2p$ level with the two Dirac levels.

**Solution.** Equation (7) was integrated numerically in $\ln r$, outward from $10^{-8}$ bohr with the exponent (11) and inward from 1 bohr with a decaying solution. The energy was adjusted until the two logarithmic derivatives agreed at 0.05 bohr. The levels in hartree are:

- scalar $2p$ ($k=0$): $-840.85$
- $2p_{1/2}$ ($k=2$): $-904.85$
- $2p_{3/2}$ ($k=-1$): $-817.81$

The Dirac splitting is 87.04 hartree, or 2.368 keV. Nuclear size, recoil and radiative corrections are left out.

Quadrature of (10) with the scalar orbital gives $d\varepsilon/dk=-25.09$ hartree. The first-order levels are $-840.85-2(25.09)=-891.03$ and $-840.85+25.09=-815.76$ hartree. Their splitting, 75.27 hartree, is 13.5% below the full one.

The weighted Dirac mean is $[-904.85+2(-817.81)]/3=-846.82$ hartree, which is 5.97 hartree below the scalar level. To see the order of this shift, multiply the restored term by a strength $\lambda$ and solve again. The mean moves by $-0.01176$ hartree at $\lambda=0.05$ and by $-0.04740$ hartree at $\lambda=0.10$. The ratio 4.03 is close to the 4 of a quadratic law. Scaling the second value to $\lambda=1$ by that law gives $-4.74$ hartree, so higher orders also matter at full strength.

The restored term is not tied to the Coulomb form. For $V=-80\,e^{-2r}/r$, shooting with the Dirac pair (1) and with (7) both give $-752.92$ hartree for $2p_{1/2}$, while the scalar equation gives $-689.75$ hartree.

Numerical values quoted here were computed with a short program.
